# Hydrogen Pairing and the Order of Desorption from Si(100)

## Dimensions and symmetry

Take monohydride Si(100) as a set of independent dimers, each holding zero, one or two hydrogen atoms. Let $\theta$ be the number of H atoms per surface Si atom, with $0<\theta<1$. The fractions of empty, singly occupied and doubly occupied dimers are $\theta_0$, $\theta_1$ and $x$. Two H atoms on one dimer are lower in energy by $\varepsilon$ than the same atoms on two separate dimers.

Assume that H$_2$ leaves only from a doubly occupied dimer, with rate constant $k$, and does not return. One event removes two H atoms from a dimer, which has two Si atoms, so

$$
\frac{d\theta}{dt}=-kx. \tag{1}
$$

If hops keep the dimers in equilibrium, $k$ is the only rate left in the problem, and energy enters the populations only through the pure number

$$
K=e^{\varepsilon/k_BT}\ge 1 .
$$

Dimensions therefore require $-d\theta/dt=k\,x(\theta,K)$.

Symmetry restricts $x$ further. With $z$ the statistical weight of one unpaired atom on a given site, a dimer has the weights $1$ (empty), $2z$ (one atom, two possible sites) and $Kz^2$ (two atoms). Replacing $z$ by $1/(Kz)$ and multiplying all three weights by the common factor $Kz^2$ gives $Kz^2$, $2z$ and $1$. The empty and full dimers have changed places and the singly occupied ones are untouched. Exchanging atoms and vacancies, $\theta\to1-\theta$, thus leaves $\theta_1$ unchanged. It is convenient to use

$$
s=\theta_1/2,\qquad p=\theta(1-\theta),
$$

because $s$ can depend on coverage only through $p$.

## Populations and local order

Each full dimer contributes one H atom per Si atom and each singly occupied dimer one half, so $\theta=x+\theta_1/2$. With $\theta_0+\theta_1+x=1$ this gives

$$
x=\theta-s,\qquad \theta_0=1-\theta-s. \tag{2}
$$

The normalised weights, with $Z=1+2z+Kz^2$, are

$$
\theta_0=\frac1Z,\qquad \theta_1=\frac{2z}{Z},\qquad x=\frac{Kz^2}{Z}.
$$

Since $s=z/Z$, they obey $x\theta_0=Ks^2$. Inserting (2),

$$
(\theta-s)(1-\theta-s)=p-s+s^2=Ks^2,
$$

$$
(K-1)s^2+s-p=0. \tag{3}
$$

For $K>1$ the product of the two roots is negative, so one root is positive and it is the physical one:

$$
s=\frac{D-1}{2(K-1)}=\frac{2p}{1+D},\qquad D=\sqrt{1+4(K-1)\theta(1-\theta)}. \tag{4}
$$

The second form follows from $D^2-1=4(K-1)p$ and remains regular at $K=1$. Hence

$$
x=\theta-\frac{2\theta(1-\theta)}{1+D}
=\frac{\theta(D-1+2\theta)}{1+D}. \tag{5}
$$

In code, the last form is preferable at low coverage, with $D-1$ evaluated as $4(K-1)p/(1+D)$. This avoids subtracting nearly equal numbers.

The local order is the logarithmic slope of the rate at fixed temperature, $n=d\ln x/d\ln\theta$. Differentiate (3) with respect to $\theta$, using $dp/d\theta=1-2\theta$ and, from (4), $1+2(K-1)s=D$:

$$
D\,\frac{ds}{d\theta}=1-2\theta,\qquad
\frac{dx}{d\theta}=1-\frac{1-2\theta}{D}=\frac{D-1+2\theta}{D}.
$$

Multiplying by $\theta$ and dividing by (5) cancels the factor $D-1+2\theta$, which is positive. The result is

$$
\boxed{\,n=\frac{1+D}{D}=1+\frac1D\,} \tag{6}
$$

This was compared with direct sums over all arrangements of a fixed number of atoms on 400,000 dimers. The coverages were 0.01, 0.1, 0.5, 0.9 and 0.99, with $K=1$ and $K=37.578$. The largest difference in $n$ was $1.3\times10^{-4}$.

## Where each order applies

**No pairing.** For $K=1$, $D=1$, so $x=\theta^2$ and $n=2$ at every coverage. Within this model it is the pairing energy that lowers the order.

**Strong pairing.** When $Kp\gg1$ and $K\gg1$, $D\simeq2\sqrt{Kp}$ and $s\simeq\sqrt{p/K}$. Most atoms are then paired, $x\simeq\theta$, and the rate is nearly $k\theta$. The order is lowest where $p$ is largest, at $\theta=1/2$. There $D=\sqrt K$, so

$$
n_{\min}=1+\frac1{\sqrt K},\qquad
\max_\theta(\theta-x)=\frac1{2(\sqrt K+1)}. \tag{7}
$$

The second result holds because $\theta-x=s$, and (3) makes $s$ an increasing function of $p$.

**Low coverage.** When $K\theta\ll1$, nearly all atoms are alone. Then $s\simeq\theta-K\theta^2$ and $\theta_0\simeq1-2\theta$. Putting these in $x=Ks^2/\theta_0$ and keeping the first correction gives

$$
x\simeq K\theta^2\left[1-2(K-1)\theta\right]. \tag{8}
$$

The order tends to 2 because an atom must first find a partner. Pairing has not disappeared: it survives as the factor $K$ in the second-order rate constant $kK$.

**Near saturation.** The order also returns to 2 as $\theta\to1$. Vacancies are then too dilute to share dimers, and each one leaves an unpaired atom. With vacancy fraction $v=1-\theta$, $s\to v$ and $x\to1-2v$, whose logarithmic slope with respect to $\theta$ is 2. The rate itself is still close to $k\theta$ there; it is the slope that differs. Strong pairing therefore gives nearly first-order desorption in a window of intermediate coverage that excludes both ends.

The edges of the window may be set at $n=3/2$, that is $D=2$, which requires $p=3/[4(K-1)]$. Solutions inside the coverage range exist for $K>4$:

$$
\theta=\frac12\left[1\pm\sqrt{1-\frac{3}{K-1}}\right]. \tag{9}
$$

For $K\gg1$ the lower edge is near $3/(4K)$.

## Apparent activation energy

Write $k=\nu e^{-\beta E}$ with $\beta=1/(k_BT)$ and a constant prefactor $\nu$. At fixed coverage define $E_{\rm app}=-\partial\ln(kx)/\partial\beta$. Because $\partial\ln K/\partial\beta=\varepsilon$,

$$
E_{\rm app}=E-\varepsilon\,\frac{\partial\ln x}{\partial\ln K}.
$$

Differentiating (3) at fixed $p$ gives $Ks^2+D\,\partial s/\partial\ln K=0$. Since $Ks^2=x\theta_0$ and $x=\theta-s$, it follows that $\partial x/\partial\ln K=x\theta_0/D$, and

$$
E_{\rm app}=E-\varepsilon\,\frac{\theta_0}{D}. \tag{10}
$$

At low coverage this tends to $E-\varepsilon$. Isolated atoms start higher in energy by $\varepsilon$, so the barrier measured from them is smaller.

If pairing also changes vibrational partition functions, $K$ acquires another factor. Equations (3) to (9) still hold with that effective $K$ as long as it is at least 1. For an effective $K$ below 1, (4) to (6) remain valid, but $\theta=1/2$ then gives the highest order rather than the lowest. In (10), $\varepsilon$ must then be replaced by $\partial\ln K/\partial\beta$.

## Coverage against time

Equation (1) can be integrated with $z$ as the variable. From $\theta=(z+Kz^2)/Z$, the quotient rule gives

$$
\frac{d\theta}{dz}=\frac{(1+2Kz)Z-(z+Kz^2)(2+2Kz)}{Z^2}.
$$

The two products in the numerator are

$$
1+(2+2K)z+5Kz^2+2K^2z^3
\quad\text{and}\quad
2z+4Kz^2+2K^2z^3,
$$

whose difference is $1+2Kz+Kz^2$. Dividing by $x=Kz^2/Z$,

$$
k\,dt=-\frac{1+2Kz+Kz^2}{Kz^2Z}\,dz
=-\left[\frac1{Kz^2}+\frac Bz-\frac{B(Kz+2)}Z\right]dz .
$$

To fix $B$, multiply the bracket by $Kz^2Z$. The terms in $BKz^2$ and $BK^2z^3$ cancel, leaving $1+(2+BK)z+Kz^2$. Thus $2+BK=2K$, or $B=2(1-1/K)$.

For the last term, split $Kz+2$ into $(Kz+1)+1$. The first part is half the derivative of $Z$. For the second, use $Z=[(Kz+1)^2+K-1]/K$. Then, for $K>1$,

$$
kt=F(z_i)-F(z),\qquad z=\frac{s}{\theta_0}, \tag{11}
$$

$$
F(z)=-\frac1{Kz}+B\ln z-\frac B2\ln Z
-\frac B{\sqrt{K-1}}\arctan\frac{Kz+1}{\sqrt{K-1}},
$$

where $z_i$ belongs to the initial coverage. At late times $z\to\theta$ and the first term dominates, giving the second-order tail $\theta\to1/(Kkt)$. The approach is slow because of the logarithmic term: with the 800 K values below and a start at 0.9, $1/(Kkt)$ is still 28 % low when $\theta=0.001$.

## How fast must hydrogen hop?

Let an unpaired atom hop to each neighbouring dimer in its row at rate $h$. Let the whole pairing cost appear in the barrier for leaving a partner, so that a hop from a full to an empty dimer has rate $h/K$. A full dimer has two atoms with two directions each, so pair breaking per dimer is $(4h/K)x\theta_0$. For formation, a singly occupied dimer has two neighbours, and each is singly occupied on the opposite side with probability $\theta_1/2$. The formation rate is therefore $2h\theta_1(\theta_1/2)=h\theta_1^2$. The two rates balance when $x\theta_0=K\theta_1^2/4$, as equilibrium requires.

With $g=4h/K$ and populations of neighbours treated as uncorrelated (mean field),

$$
\frac{dx}{dt}=-kx-gx\theta_0+h\theta_1^2 .
$$

At low coverage $\theta_0\to1$ and $h\theta_1^2\to4h\theta^2=gK\theta^2$. The slow drift $dx/dt\simeq-2kx^2/\theta$ is negligible beside $kx$ because $x\ll\theta$. Hence

$$
x\simeq\frac{K\theta^2}{1+k/g}. \tag{12}
$$

In mean field, slow hopping lowers the rate constant but leaves the low-coverage order at 2.

Mean field fails eventually if atoms move only along rows. Consider walkers on a line that hop at rate $h$ in each direction and vanish in pairs on meeting. They can be represented as walls between unlike spins $\sigma=\pm1$, where every spin copies its left neighbour at rate $h$ and its right neighbour at rate $h$. A single wall then hops at rate $h$ each way. A spin between two adjacent walls flips at rate $2h$ and removes both, as two walkers hopping onto each other would.

For $c_r=\langle\sigma_i\sigma_{i+r}\rangle$, copying by either spin gives

$$
\frac{dc_r}{dt}=2h(c_{r+1}+c_{r-1}-2c_r),\qquad c_0=1 .
$$

The wall density is $\rho=(1-c_1)/2$. Start from random spins, $c_r=0$ for $r>0$. At late times $1-c_r$ obeys a diffusion equation with coefficient $2h$, is zero at $r=0$ and starts at 1 elsewhere. Its solution is $\operatorname{erf}(r/\sqrt{8ht})$. Expanding at $r=1$,

$$
\rho\simeq\frac1{\sqrt{8\pi ht}},\qquad
\frac{d\rho}{dt}=-\frac{\rho}{2t}\simeq-4\pi h\rho^3 .
$$

Numerical solution of the lattice equation at $ht=200$ on a ring of 600 sites reproduces the coefficient $4\pi$ to the printed five decimals.

Now identify walkers with H atoms that switch quickly between the two sides of a dimer. At very low coverage, partners that separate can meet again many times before a third atom arrives, so the time to find a partner controls the loss. With $\rho=2\theta$ per dimer, $d\theta/dt\simeq-16\pi h\theta^3$. Equating this to the loss rate $Kk\theta^2$ gives an estimated crossover

$$
\theta_{\rm row}\sim\frac{Kk}{16\pi h}. \tag{13}
$$

Below it the order tends to 3, provided the rows are unbroken over many times the mean atom spacing of $1/(2\theta)$ dimers. Second order at arbitrarily low coverage thus needs mixing that row-only motion does not provide.

## Numbers at 800 K

The following are rough typical values for H on Si(100): $\varepsilon=0.25$ eV, $E=2.5$ eV and $\nu=10^{15}$ s$^{-1}$. With $k_BT=0.06894$ eV,

$$
K=e^{0.25/0.06894}=37.6,\qquad
k=10^{15}e^{-2.5/0.06894}\ \text{s}^{-1}=0.178\ \text{s}^{-1}.
$$

At $\theta=0.1$, $p=0.09$ and $D=\sqrt{1+4(36.58)(0.09)}=3.76$. Then $s=0.18/4.76=0.0378$, $x=0.0622$ and $n=1+1/3.76=1.27$. Also $\theta_0=0.862$, so $E_{\rm app}=2.5-0.25(0.862)/3.76=2.44$ eV.

The surface has one dimer per $a^2$. For $a=0.543$ nm this is $3.39\times10^{14}$ cm$^{-2}$, and the H$_2$ flux is

$$
0.178\times0.0622\times3.39\times10^{14}
=3.8\times10^{12}\ \text{cm}^{-2}\text{s}^{-1}.
$$

The order is 1.16 at $\theta=0.5$ and 1.27 at both 0.1 and 0.9, as the symmetry requires. It passes 1.5 at 0.021 and 0.979. At $\theta=0.001$ it is 1.93, and $x$ is 0.93 of $K\theta^2$; equation (8) accounts for the shortfall, since $2(K-1)\theta=0.07$.

An order near 1 does not make a first-order time law accurate over a long decay. Starting from $\theta=0.9$, coverage reaches 0.5 in 3.7 s, against 3.3 s for $-d\theta/dt=k\theta$ with the same $k$. It reaches 0.1 in 15.9 s against 12.3 s, and 0.01 in 49 s against 25 s. Part of this gap arises only because $x<\theta$. A first-order law with a fitted constant of $0.85k$ stays within 0.02 in $\theta$ from 0.9 down to 0.1, though it is 20 % low at the end of that range.

The hop rate uses a rough barrier of 1.7 eV and prefactor of $10^{13}$ s$^{-1}$. This gives $h=195$ s$^{-1}$, $g=20.8$ s$^{-1}$ and $k/g=0.009$. In the mean-field equations, finite hopping raises the coverage by 0.3 % at the time when the equilibrium model reaches 0.01. Equation (13), however, gives $\theta_{\rm row}\sim7\times10^{-4}$. Atoms are then about 730 dimers, or 280 nm, apart along a row, while a terrace at $0.1^\circ$ miscut is only about 80 nm wide. On rows closed after $L$ dimers, about half keep one unpaired atom and the coverage stalls near $1/(4L)$, which is $1.3\times10^{-3}$ for $L=200$. The third-order regime therefore needs longer unbroken rows than many real surfaces offer, and the figures that follow are for unbroken rows. Row-only motion, which mean field does not describe, depletes pairs well above this coverage. With these rates and fast side switching, $x$ lies about 7 % below its equilibrium value near $\theta=0.011$ in a decay begun from equilibrium at 0.03, and about 25 % below it near 0.002 in a decay begun at 0.003. The 0.3 % figure, and the equilibrium results at $\theta\lesssim0.01$, therefore apply only if hydrogen also mixes by some route other than motion along a single row.

## Use for real surfaces

The assumption with the largest effect on the mid-coverage order, among those sized here, is desorption from one dimer alone. Real Si(100) also has routes that involve neighbouring dimers. Suppose a pair of adjacent full dimers offers an additional route with the same rate constant $k$, counted once per neighbouring pair in a row. Independence makes the probability of such a pair $x^2$, so the rate is proportional to $x+x^2$ and the order becomes $n(1+2x)/(1+x)$. At $\theta=0.5$ it rises from 1.16 to 1.51; at 0.1 it rises from 1.27 to 1.34. The equal rate constant is a scale for the effect, not a measured ratio. Other two-dimer routes act differently. A route from a full dimer beside a singly occupied one, added with equal $k$ so that the rate is proportional to $x+2x\theta_1$, leaves the order at 1.16 at $\theta=0.5$, raises it to 1.34 at 0.1 and lowers it to 0.60 at 0.9. At $\theta=0.5$ other changes at 800 K are smaller: taking $\varepsilon$ as 0.20 or 0.30 eV gives minimum orders of 1.23 or 1.11. At 0.1 the same choices give 1.37 or 1.19, a shift as large as or larger than that from the two-dimer route. An attraction of 0.03 eV between neighbouring full dimers in a row moves the order by about 0.01 or less at these two coverages, but lowers it by 0.07 at $\theta=0.9$ (by 0.16 for 0.10 eV), so the symmetry of $n$ about $\theta=1/2$ is lost. For background H$_2$ at $10^{-9}$ Torr and 300 K, with an assumed sticking probability of $10^{-5}$, uptake is 0.7 % of the desorption flux at $\theta=0.001$. It grows in proportion to pressure and can't be neglected in a hydrogen process gas.

The route from two full dimers by itself would have order $2n$ for independent dimers. Clustering along a row lowers this only slowly: at $\theta=0.5$ it falls from 2.33 to 2.09, 1.67 and 1.15 for attractions of 0.03, 0.10 and 0.30 eV. The route from a full and a singly occupied dimer has rate proportional to $xs$. Since $d\ln s/d\ln\theta=n(1-2\theta)/[2(1-\theta)]$, its order is $n\,[1+(1-2\theta)/(2-2\theta)]$, which equals $n$ at $\theta=1/2$. An order near 1 measured around half coverage is therefore compatible with the single-dimer mechanism without proving it. In fitting data, equations (5) and (11) should be used over the whole coverage range, with $K$ and $k$ as parameters, provided that desorption from single dimers dominates, interactions between dimers are weak, dihydride is absent, readsorption is small and the hopping conditions above are met. A good fit over a narrow range does not confirm these conditions. Between $\theta=0.2$ and 0.9, a rate proportional to $x+0.3x^2$ is matched by (5) within 3 % but returns $\varepsilon=0.17$ eV instead of 0.25 eV, and an attraction of 0.10 eV between full dimers returns about 0.29 eV.

## Values computed for the example and the checks

```
Temperature: 800 K; kT: 0.06894 eV
Pair energy: 0.25 eV; K: 37.578
Desorption energy: 2.50 eV
Desorption prefactor: 1.0e+15 1/s; k: 0.1781 1/s
Lattice constant: 0.543 nm
Dimer density: 3.392e+14 1/cm2
Initial coverage: 0.90 ML
Minimum order, at 0.5 ML: 1.1631
Order 1.5 at: 0.02094 and 0.97906 ML
1/K: 0.02661; largest theta-x: 0.07013
Largest order error in fixed-number test: 1.3e-04
theta(ML)  x          D       order   E_app(eV)
  0.990  9.8228e-01  1.5648  1.6391  2.4996
  0.900  8.6222e-01  3.7640  1.2657  2.4959
  0.500  4.2987e-01  6.1301  1.1631  2.4825
  0.100  6.2217e-02  3.7640  1.2657  2.4427
  0.030  1.2326e-02  2.2930  1.4361  2.3962
  0.010  2.2800e-03  1.5648  1.6391  2.3431
  0.001  3.5058e-05  1.0706  1.9341  2.2669
theta(ML)  H2 flux(1/cm2/s)  time(s)  first-order time(s)
  0.900  5.208e+13  0.000  0.000
  0.500  2.597e+13  3.652  3.300
  0.100  3.758e+12  15.886  12.336
  0.030  7.446e+11  29.124  19.096
  0.010  1.377e+11  49.193  25.264
  0.001  2.118e+09  207.457  38.192
x/(K theta^2) at 0.001 ML: 0.9329
Hop energy: 1.70 eV; prefactor: 1.0e+13 1/s
Hop rate h: 195.20 1/s; pair breaking g: 20.778 1/s
k/g: 0.00857
Finite hops, at 0.50 ML: coverage change -0.007 %
Finite hops, at 0.10 ML: coverage change +0.024 %
Finite hops, at 0.01 ML: coverage change +0.265 %
Walker cubic coefficient/(4 pi): 1.00000
Row-only crossover to order 3: 6.82e-04 ML
Full-dimer attraction: 0.030 eV
With attraction, 0.1 ML: x 0.06315, order 1.2753
With attraction, 0.5 ML: x 0.44080, order 1.1580
With equal two-dimer route, 0.1 ML: order 1.3398
With equal two-dimer route, 0.5 ML: order 1.5128
Pair energy 0.20 eV: K 18.19, minimum order 1.2344
Pair energy 0.30 eV: K 77.61, minimum order 1.1135
Background H2: 1.0e-09 Torr, 300 K
Sticking: 1.0e-05; uptake: 1.43e+07 H2/cm2/s
Uptake/desorption at 0.001 ML: 6.74e-03
```
